# Exchange coupling of spin-half defects from collinear supercell energies: test program

```python
"""
Result under test: for spin-half defects on a simple cubic superlattice,
H = E0 + J * sum over nearest pairs (each once) of S_i.S_j gives
E(ferromagnetic) - E(checkerboard) = 1.5 J per defect for collinear states.

J > 0 is antiferromagnetic. J1, J2, J3, J5 couple defects whose squared
distance is 1, 2, 3, 5 in units of the squared superlattice spacing.
t is the hopping amplitude between defect orbitals, U the on-site repulsion.
The extraction is tested on self-consistent unrestricted mean-field energies
of a half-filled one-orbital model, which does not contain J as an input.
Energies are in eV inside the program unless a name says otherwise.
"""
import itertools
import numpy as np
from scipy import constants as const

CUBE_SITES = np.array(list(itertools.product((0, 1), repeat=3)))
CUBE_CELL = 2.0 * np.eye(3)
PAIR_SITES = np.array([[0, 0, 0], [1, 0, 0]])
PAIR_CELL = np.array([[0., 1., 1.], [1., 0., 1.], [1., 1., 0.]])
ORDERS = {"layered": (0, 0, 1), "columnar": (1, 1, 0),
          "checkerboard": (1, 1, 1)}


def spin_signs(sites, order):
    return 1 - 2 * ((sites @ np.array(order)) % 2)


def shell_vectors(squared_distance):
    return [np.array(d) for d in itertools.product(range(-2, 3), repeat=3)
            if sum(x * x for x in d) == squared_distance]


def shell_weight(order, squared_distance):
    """Energy drop per defect below the ferromagnet, per unit coupling."""
    total = 0.0
    for site in CUBE_SITES:
        here = spin_signs(site[None, :], order)[0]
        for d in shell_vectors(squared_distance):
            there = spin_signs((site + d)[None, :], order)[0]
            total += 0.5 * (0.25 - 0.25 * here * there)
    return total / len(CUBE_SITES)


def heisenberg(n_spins, bonds):
    """Full quantum Hamiltonian with unit coupling on each listed bond."""
    sz = np.diag([0.5, -0.5])
    raising = np.array([[0., 1.], [0., 0.]])

    def embed(op, position):
        return np.kron(np.kron(np.eye(2**position), op),
                       np.eye(2**(n_spins - position - 1)))

    z = [embed(sz, i) for i in range(n_spins)]
    up = [embed(raising, i) for i in range(n_spins)]
    h = np.zeros((2**n_spins, 2**n_spins))
    for i, j in bonds:
        h += z[i] @ z[j] + 0.5 * (up[i] @ up[j].T + up[i].T @ up[j])
    return h


def bloch_matrices(cell, sites, mesh, hopping):
    inverse = np.linalg.inv(cell)
    fractions = np.array(list(itertools.product(range(mesh), repeat=3))) / mesh
    k_points = fractions @ (2 * np.pi * inverse.T)
    h = np.zeros((len(k_points), len(sites), len(sites)), dtype=complex)
    for squared_distance, amplitude in hopping.items():
        for d in shell_vectors(squared_distance):
            phase = np.exp(1j * (k_points @ d))
            for i, site in enumerate(sites):
                shifts = (site + d - sites) @ inverse
                match = np.all(np.abs(shifts - np.rint(shifts)) < 1e-9, axis=1)
                j = int(np.flatnonzero(match)[0])
                h[:, i, j] -= amplitude * phase
    return h


def mean_field(cell, sites, mesh, hopping, repulsion, signs):
    """Return energy per defect, mean absolute moment and one-electron gap."""
    h = bloch_matrices(cell, sites, mesh, hopping)
    n_k, n_sites = h.shape[:2]
    density = np.array([(1 + signs) / 2, (1 - signs) / 2], dtype=float)
    for _ in range(300):
        levels, vectors = [], []
        for spin in (0, 1):
            e, v = np.linalg.eigh(h + np.diag(repulsion * density[1 - spin]))
            levels.append(e)
            vectors.append(v)
        levels = np.array(levels)
        ordered = np.sort(levels.ravel())
        n_electrons = n_k * n_sites
        gap = ordered[n_electrons] - ordered[n_electrons - 1]
        fermi = 0.5 * (ordered[n_electrons] + ordered[n_electrons - 1])
        filled = levels < fermi
        new = np.array([np.einsum("kin,kn->i", np.abs(vectors[s])**2,
                                  filled[s].astype(float)) / n_k
                        for s in (0, 1)])
        change = np.max(np.abs(new - density))
        density = new
        if change < 1e-13:
            break
    assert change < 1e-11 and gap > 0
    energy = levels[filled].sum() / n_k - repulsion * np.sum(density[0] * density[1])
    moment = np.mean(np.abs(density[0] - density[1]))
    return energy / n_sites, moment, gap


def energy_drops(hopping, repulsion, mesh=3):
    ferro = mean_field(CUBE_CELL, CUBE_SITES, mesh, hopping, repulsion,
                       np.ones(8))
    states = {name: mean_field(CUBE_CELL, CUBE_SITES, mesh, hopping, repulsion,
                               spin_signs(CUBE_SITES, order))
              for name, order in ORDERS.items()}
    drops = np.array([ferro[0] - states[name][0] for name in ORDERS])
    return ferro, states, drops


# Quantum operator test on a periodic cube; wrapped bonds are counted.
index = {tuple(site): i for i, site in enumerate(CUBE_SITES)}
torus_bonds = [(i, index[tuple((site + step) % 2)])
               for i, site in enumerate(CUBE_SITES)
               for step in np.eye(3, dtype=int)]
h_spin = heisenberg(8, torus_bonds)
ferro_spin = h_spin[0, 0] / 8
collinear = {}
for name, order in ORDERS.items():
    bits = (1 - spin_signs(CUBE_SITES, order)) // 2
    state = int("".join(str(int(b)) for b in bits), 2)
    collinear[name] = h_spin[state, state] / 8
    assert abs(ferro_spin - collinear[name] - shell_weight(order, 1)) < 1e-12
    if name == "checkerboard":
        variance = (h_spin @ h_spin)[state, state] - h_spin[state, state]**2
factor = ferro_spin - collinear["checkerboard"]
assert abs(factor - 1.5) < 1e-12
assert variance > 0.1 and np.linalg.norm(h_spin[:, 0]) - abs(h_spin[0, 0]) < 1e-12

pair_h = heisenberg(2, [(0, 1)])
pair_levels = np.linalg.eigvalsh(pair_h)
pair_collinear = pair_h[0, 0] - pair_h[1, 1]
pair_gap = pair_levels[1] - pair_levels[0]
assert abs(pair_collinear - 0.5) < 1e-12 and abs(pair_gap - 1) < 1e-12

# Spin-wave estimate, with a rigorous lower bound from a seven-spin star.
points = (np.arange(40) + 0.5) * 2 * np.pi / 40
cosine = np.cos(points)
gamma = (cosine[:, None, None] + cosine[None, :, None] + cosine[None, None, :]) / 3
quantum_energy = -2.25 + 1.5 * np.mean(np.sqrt(1 - gamma**2))
star = heisenberg(7, [(0, i) for i in range(1, 7)])
lower_bound = np.linalg.eigvalsh(star)[0] / 2
assert lower_bound < quantum_energy < collinear["checkerboard"]
quantum_bias = (ferro_spin - quantum_energy) / factor - 1

# Model inputs: rough silicon scale and round defect parameters.
lattice_nm, repeats = 0.543, 3
spacing_nm = lattice_nm * repeats
atoms_per_defect = 8 * repeats**3
U, t1, decay_nm = 0.5, 0.010, 0.6
hops = {n: t1 * np.exp(-(np.sqrt(n) - 1) * spacing_nm / decay_nm)
        for n in (1, 2, 3)}
t5 = t1 * np.exp(-(np.sqrt(5) - 1) * spacing_nm / decay_nm)

ferro, states, drops = energy_drops(hops, U)
J_simple = drops[2] / factor
weights = np.array([[shell_weight(order, n) for n in (1, 2, 3)]
                    for order in ORDERS.values()])
J_shells = np.linalg.solve(weights, drops)
assert np.allclose(weights, [[0.5, 2, 2], [1, 2, 0], [1.5, 0, 2]])
assert abs(ferro[0]) < 1e-12

# The shell count must reproduce kinetic exchange when hopping is weak.
weak_hops = {n: value / 10 for n, value in hops.items()}
weak_J = np.linalg.solve(weights, energy_drops(weak_hops, U)[2])
expected_weak = np.array([4 * weak_hops[n]**2 / U for n in (1, 2, 3)])
assert np.allclose(weak_J, expected_weak, rtol=0.01, atol=0)

# Two-defect cell and denser sampling must give the same extracted coupling.
pair_ferro = mean_field(PAIR_CELL, PAIR_SITES, 6, hops, U, np.ones(2))
pair_checker = mean_field(PAIR_CELL, PAIR_SITES, 6, hops, U, np.array([1, -1]))
J_pair_cell = (pair_ferro[0] - pair_checker[0]) / factor
J_dense = energy_drops(hops, U, mesh=4)[2][2] / factor
assert abs(J_pair_cell / J_simple - 1) < 1e-4
assert abs(J_dense / J_simple - 1) < 1e-4

# Exact two-electron spectrum: two ionic states and two covalent states.
pair_hubbard = np.array([[U, 0, -t1, t1], [0, U, -t1, t1],
                         [-t1, -t1, 0, 0], [t1, t1, 0, 0]])
exact_levels = np.linalg.eigvalsh(pair_hubbard)
J_exact_pair = exact_levels[1] - exact_levels[0]
J_nearest_only = energy_drops({1: t1}, U)[2][2] / factor
assert abs(J_nearest_only / J_exact_pair - 1) < 0.005
assert abs(J_shells[0] / J_exact_pair - 1) < 0.03

# Leading correction from strong hopping, and the effect of Gamma-only sampling.
small_t = 0.01 * U
J_small = energy_drops({1: small_t}, U)[2][2] / factor
correction = (1 - J_small * U / (4 * small_t**2)) / (small_t / U)**2
assert abs(correction - 9) < 0.2
J_gamma_nearest = energy_drops({1: t1}, U, mesh=1)[2][2] / factor
gamma_ratio = J_gamma_nearest / J_nearest_only
assert abs(gamma_ratio - 2) < 0.04
J_gamma = energy_drops(hops, U, mesh=1)[2][2] / factor

# Sizes of neglected effects and practical errors.
J5_estimate = 4 * t5**2 / U
weight5 = shell_weight(ORDERS["checkerboard"], 5)
assert abs(weight5 - 6) < 1e-12
bias3 = weights[2, 2] * J_shells[2] / (factor * J_shells[0])
bias5 = weight5 * J5_estimate / (factor * J_shells[0])
mu_b = const.physical_constants["Bohr magneton"][0]
g_e = abs(const.physical_constants["electron g factor"][0])
dipole_eV = (const.mu_0 * (g_e * mu_b)**2
             / (4 * np.pi * (spacing_nm * 1e-9)**3) / const.e)
kB_eV = const.k / const.e
thermal_eV = kB_eV * 300
noise_meV = 1.0

print(f"Collinear energies, ferro and checkerboard: {ferro_spin:.3f}, "
      f"{collinear['checkerboard']:.3f} J per defect")
print(f"Collinear difference: {factor:.3f} J per defect")
print(f"Two-spin collinear difference: {pair_collinear:.3f} J")
print(f"Two-spin singlet-triplet gap: {pair_gap:.3f} J")
print(f"Checkerboard energy variance, eight-spin torus: {variance:.3f} J^2")
print(f"Spin-wave ground energy: {quantum_energy:.4f} J per defect")
print(f"Rigorous lower bound: {lower_bound:.4f} J per defect")
print(f"Bias if quantum energy is used with 1.5: {100*quantum_bias:.1f} %")
print(f"Rough silicon lattice constant: {lattice_nm:.3f} nm")
print(f"Defect spacing: {spacing_nm:.3f} nm")
print(f"Host sites per defect: {atoms_per_defect} sites")
print(f"Host sites in two- and eight-defect cells: {2*atoms_per_defect}, "
      f"{8*atoms_per_defect} sites")
print(f"On-site repulsion U: {U:.3f} eV")
print(f"Amplitude decay length: {decay_nm:.2f} nm")
for n in hops:
    print(f"Hopping in shell {n}: {1e3*hops[n]:.3f} meV")
print(f"Ferromagnetic energy from isolated defects: {abs(1e3*ferro[0]):.4f} meV per defect")
print(f"Checkerboard energy: {1e3*states['checkerboard'][0]:.4f} meV per defect")
for name, drop in zip(ORDERS, drops):
    print(f"Ferro minus {name}: {1e3*drop:.4f} meV per defect")
print(f"Ferro minus checkerboard, eight-defect cell: {8e3*drops[2]:.4f} meV")
print(f"Checkerboard moment: {states['checkerboard'][1]:.4f} electron spins")
print(f"Ferro and checkerboard gaps: {ferro[2]:.3f}, "
      f"{states['checkerboard'][2]:.3f} eV")
print(f"Extracted J: {1e3*J_simple:.4f} meV")
print(f"Extracted J/kB: {J_simple/kB_eV:.2f} K")
print(f"J from two-defect cell: {1e3*J_pair_cell:.4f} meV")
for n, value in zip((1, 2, 3), J_shells):
    print(f"Separated J{n}: {1e3*value:.4f} meV")
print(f"Exact two-defect singlet-triplet gap: {1e3*J_exact_pair:.4f} meV")
print(f"Leading estimate 4t^2/U: {4e3*t1**2/U:.4f} meV")
print(f"J with nearest hopping only: {1e3*J_nearest_only:.4f} meV")
print(f"Measured coefficient of (t/U)^2 reduction: {correction:.3f} (no unit)")
print(f"Higher-order reduction in example: {100*(1-J_nearest_only*U/(4*t1**2)):.2f} %")
print(f"Gamma-only J, all hops: {1e3*J_gamma:.4f} meV")
print(f"Gamma-only factor, nearest hops: {gamma_ratio:.3f} (no unit)")
print(f"Bias from third shell: {100*bias3:.2f} %")
print(f"Estimated bias from fifth shell: {100*bias5:.2f} %")
print(f"Layered difference wrongly divided by 1.5: {1e3*drops[0]/factor:.4f} meV")
print(f"J' for H = -2J' sum over pairs S.S: {-1e3*J_simple/2:.4f} meV")
print(f"J' for H = -J' sum over pairs of unit spins: {-1e3*J_simple/4:.4f} meV")
print(f"Assumed error in cell energy difference: {noise_meV:.1f} meV")
print(f"Resulting J error, two-defect cell: {noise_meV/(2*factor):.3f} meV")
print(f"Resulting J error, eight-defect cell: {noise_meV/(8*factor):.3f} meV")
print(f"Magnetic dipole scale: {1e6*dipole_eV:.4f} microeV")
print(f"Thermal energy at 300 K: {1e3*thermal_eV:.2f} meV")
print(f"J divided by thermal energy at 300 K: {J_simple/thermal_eV:.4f} (no unit)")
print("finished without a failed check")
```

Output:

```
Collinear energies, ferro and checkerboard: 0.750, -0.750 J per defect
Collinear difference: 1.500 J per defect
Two-spin collinear difference: 0.500 J
Two-spin singlet-triplet gap: 1.000 J
Checkerboard energy variance, eight-spin torus: 12.000 J^2
Spin-wave ground energy: -0.8957 J per defect
Rigorous lower bound: -1.0000 J per defect
Bias if quantum energy is used with 1.5: 9.7 %
Rough silicon lattice constant: 0.543 nm
Defect spacing: 1.629 nm
Host sites per defect: 216 sites
Host sites in two- and eight-defect cells: 432, 1728 sites
On-site repulsion U: 0.500 eV
Amplitude decay length: 0.60 nm
Hopping in shell 1: 10.000 meV
Hopping in shell 2: 3.248 meV
Hopping in shell 3: 1.370 meV
Ferromagnetic energy from isolated defects: 0.0000 meV per defect
Checkerboard energy: -1.2232 meV per defect
Ferro minus layered: 0.5967 meV per defect
Ferro minus columnar: 0.9640 meV per defect
Ferro minus checkerboard: 1.2232 meV per defect
Ferro minus checkerboard, eight-defect cell: 9.7858 meV
Checkerboard moment: 0.9951 electron spins
Ferro and checkerboard gaps: 0.358, 0.456 eV
Extracted J: 0.8155 meV
Extracted J/kB: 9.46 K
J from two-defect cell: 0.8155 meV
Separated J1: 0.7953 meV
Separated J2: 0.0844 meV
Separated J3: 0.0151 meV
Exact two-defect singlet-triplet gap: 0.7987 meV
Leading estimate 4t^2/U: 0.8000 meV
J with nearest hopping only: 0.7971 meV
Measured coefficient of (t/U)^2 reduction: 8.977 (no unit)
Higher-order reduction in example: 0.36 %
Gamma-only J, all hops: 1.7362 meV
Gamma-only factor, nearest hops: 1.994 (no unit)
Bias from third shell: 2.54 %
Estimated bias from fifth shell: 0.49 %
Layered difference wrongly divided by 1.5: 0.3978 meV
J' for H = -2J' sum over pairs S.S: -0.4077 meV
J' for H = -J' sum over pairs of unit spins: -0.2039 meV
Assumed error in cell energy difference: 1.0 meV
Resulting J error, two-defect cell: 0.333 meV
Resulting J error, eight-defect cell: 0.083 meV
Magnetic dipole scale: 0.0498 microeV
Thermal energy at 300 K: 25.85 meV
J divided by thermal energy at 300 K: 0.0315 (no unit)
finished without a failed check
```
